\section*{Fitted Elemental Reference Energies at Fixed U: Rank, Residuals and Deletion Errors}

\section{Two good fits that disagree}

A DFT+$U$ formation enthalpy subtracts the energies of elemental phases from the energy of a compound. The bonding in a metal or a molecular gas differs from that in an ionic compound, so the errors of the two sides need not cancel. An obvious cure is to treat the elemental energies as parameters and fit them to known formation enthalpies. Done carelessly, this replaces a visible error by a hidden one.

Take five model elements A, B, M, X and Y, and eight compounds in which their oxidation states are $+1,+2,+2,-2,-1$. There are eight data and five unknowns, so the fit looks overdetermined. Yet two equally good least-squares solutions predict $-1.69$ and $-1.44$ eV/atom for M$_2$X$_3$, a compound outside the set. They have identical residuals, and no quality measure based on the eight compounds can choose between them. A sound scheme must recognise this situation, say which predictions survive it, and estimate errors without using a datum to test itself.

\section{The linear problem}

Let compound $i$ have total energy $E_i$ per atom and atomic fractions $x_{ia}$ of the elements $a$, with $\sum_a x_{ia}=1$. Each element has one value of $U$, used in every compound. Thermal contributions are ignored. With raw elemental energies $\mu_a^0$ and fitted ones $\mu_a=\mu_a^0+\delta_a$,
\begin{align}
H_i^{\rm raw}&=E_i-\sum_a x_{ia}\mu_a^0,\\
H_i^{\rm fit}&=E_i-\sum_a x_{ia}\mu_a
=H_i^{\rm raw}-\sum_a x_{ia}\delta_a .
\end{align}
A positive correction $\delta_a$ therefore makes compounds of $a$ more stable. Let $H_i^{\rm ref}$ be the known enthalpies, and define $d_i=H_i^{\rm raw}-H_i^{\rm ref}$. The residual, fitted minus reference, is
\begin{equation}
r=d-X\delta ,
\end{equation}
where $X$ is the $m\times n$ matrix of fractions. Giving every compound the same weight, with its enthalpy taken per atom, means minimising $|r|^2$. For a change $\eta$ of the corrections,
\begin{equation}
|d-X(\delta+\eta)|^2=|r|^2-2\eta^{T}X^{T}r+|X\eta|^2 .
\end{equation}
The linear term must vanish for every $\eta$, which gives the normal equations
\begin{equation}
X^TX\delta=X^Td .
\end{equation}
The remaining term $|X\eta|^2$ is not negative, so any solution is a minimum. It is unique if and only if $X\eta=0$ implies $\eta=0$.

Fitting $\mu$ directly to $E-H^{\rm ref}$ is the same problem, because
\begin{equation}
E-H^{\rm ref}-X\mu=d+X\mu^0-X\mu=d-X\delta .
\end{equation}
The raw elemental energies thus drop out of a full-rank fit. Without full rank they can return through the choice of solution.

\section{Rank is a question of charge neutrality}

Suppose that $Xq=0$ with $q\neq0$. In compound $i$ this reads $\sum_a x_{ia}q_a=0$: if $q_a$ is regarded as a charge on each atom of $a$, every compound is neutral. Replacing $\delta$ by $\delta+\lambda q$ then leaves every fitted enthalpy unchanged. Hence the references are unique if and only if no nonzero assignment of such charges neutralises the whole set. If every element keeps a single oxidation state throughout an ionic set, the oxidation states themselves are such an assignment, and the set is rank deficient however many compounds it contains.

The eight compounds are A$_2$X, AY, BX, BY$_2$, MX, MY$_2$, ABY$_3$ and BMX$_2$. Set $q_A=1$. Neutrality of A$_2$X gives $q_X=-2$, that of AY gives $q_Y=-1$, and those of BX and MX give $q_B=q_M=2$. The other four compounds are then neutral too. The null space has one dimension, spanned by
\begin{equation}
q=(1,2,2,-2,-1),
\end{equation}
and the rank is $5-1=4$.

A new compound with fractions $x$ has the predicted enthalpy $H^{\rm raw}-x\cdot\delta$. Under $\delta\to\delta+\lambda q$ it changes by $-\lambda\,x\cdot q$. The prediction is unique if and only if $x$ is orthogonal to the null space. In AMY$_3$ the three anions carry charge $-3$ and A carries $+1$, so M is divalent, and $x\cdot q=(1+2-3)/5=0$. Its prediction is unique. For M$_2$X$_3$, $x\cdot q=(4-6)/5=-0.4$, and its prediction is arbitrary.

Choosing the solution of smallest norm does not remove the arbitrariness. The smallest $\delta$ obeys $q\cdot\delta=0$, whereas the smallest $\mu$ obeys $q\cdot(\mu^0+\delta')=0$. With $\delta'=\delta+\lambda q$,
\begin{equation}
\lambda=-\frac{q\cdot\mu^0}{|q|^2}.
\end{equation}
The model has $\mu^0=(-1,-2,-8,-5,-2)$ eV/atom, so $q\cdot\mu^0=-1-4-16+10+2=-9$ eV and $\lambda=9/14=0.643$ eV. The prediction for M$_2$X$_3$ moves by $0.4\times0.643=0.257$ eV/atom, which is the disagreement found at the start. For AMY$_3$, with a raw enthalpy of $-1.70$ eV/atom, both solutions give $-1.917$ eV/atom. Since total energies in a pseudopotential calculation have an arbitrary zero for each element, the second choice has no physical content. The first is at least independent of that zero, but the data do not support it either.

\section{Residuals and the influence of a datum}

The fitted values $X\delta$ are unique even when $\delta$ is not. They are the orthogonal projection of $d$ on the column space of $X$:
\begin{equation}
X\delta=Pd,\qquad P=XX^{+},\qquad r=(1-P)d,
\end{equation}
where $X^+$ is the pseudoinverse. The diagonal element $h_i=P_{ii}$, called the leverage, is the change of fitted value $i$ per unit change of its own datum. If $u_i$ denotes the unit vector of compound $i$, then $h_i=u_i^TPu_i=|Pu_i|^2$, so $0\le h_i\le1$. The trace of a projector is its rank, hence
\begin{equation}
\sum_i h_i={\rm rank}\,X .
\end{equation}

Now add M$_2$X$_3$ to the eight compounds. The null vector is no longer neutral on every row, and the rank rises to five. The new compound alone breaks the degeneracy. Any value of its datum can be matched by moving $\delta$ along $q$, at no cost to the other eight. Its residual is therefore zero and its leverage is one, whatever the quality of the calculation. An error $\varepsilon$ in the datum of such a compound $k$ moves the references by $\eta q$ with $\eta\,x_k\cdot q=\varepsilon$, or
\begin{equation}
\Delta\delta=\frac{\varepsilon}{x_k\cdot q}\,q .
\end{equation}
For $\varepsilon=0.05$ eV/atom the factor is $0.05/(-0.4)=-0.125$, and the references of A, B, M, X and Y move by $-0.125,-0.25,-0.25,+0.25,+0.125$ eV/atom. Full rank alone does not make the references trustworthy.

\section{Deletion errors without refitting}

A more honest test predicts a compound from the others. Let $S$ be a group to be deleted and $R$ the rest, and suppose first that deletion does not lower the rank. The rows of $S$ then lie in the row space of $X_R$, so the predicted values $p_S=X_S\delta_R$ from a fit to $R$ are unique.

Replace the data $d_S$ by $p_S$ and fit the full set. The corrections $\delta_R$ minimise the squared residuals on $R$ and make those on $S$ zero, so they also solve this new problem. Its fitted values on $S$ are $p_S$ itself. Comparing them with the original fit,
\begin{align}
p_S&=P_{SS}p_S+P_{SR}d_R,\\
(Pd)_S&=P_{SS}d_S+P_{SR}d_R .
\end{align}
Subtracting the first line from the second gives $(Pd)_S-p_S=P_{SS}(d_S-p_S)$. The prediction error is $e_S=d_S-p_S$, and $r_S=d_S-(Pd)_S$, so the left side equals $e_S-r_S$. Therefore
\begin{equation}
(1-P_{SS})e_S=r_S,\qquad e_i=\frac{r_i}{1-h_i}
\end{equation}
for a group and for one compound. The single-compound error is never smaller in magnitude than the residual, and the two have the same sign.

The matrix $1-P_{SS}$ can be inverted precisely when the rank is preserved. To see this, let $P_{SS}v=v$ and extend $v$ by zeros on $R$ to $\hat v$. Then $|P\hat v|^2=\hat v^TP\hat v=|v|^2$. Since $|\hat v|^2=|P\hat v|^2+|(1-P)\hat v|^2$, it follows that $P\hat v=\hat v$. So $\hat v=Xc$ for some $c$ with $X_Rc=0$. Conversely, every such $c$ gives a vector with $P_{SS}v=v$. Vectors $c$ that differ by a null vector of $X$ give the same $v$, so the number of unit eigenvalues is
\begin{equation}
(n-{\rm rank}\,X_R)-(n-{\rm rank}\,X)
={\rm rank}\,X-{\rm rank}\,X_R .
\end{equation}
For one compound, $h_i=1$ means that its deletion lowers the rank. The formula then reads $0/0$, and the deletion error is undefined.

\section{The scheme and its output}

These results fix the order of work.
\begin{enumerate}
\item Find the null space from the integer atom counts. Add compounds that break neutrality, or restrict predictions to $x\cdot q=0$.
\item Compute the singular value decomposition $X=\sum_k\sigma_k u_kv_k^T$ over nonzero $\sigma_k$. Then $P=\sum_k u_ku_k^T$ and $\delta=\sum_k v_k(u_k^Td)/\sigma_k$.
\item Inspect $h_i$ before $r_i$, and divide by $1-h_i$ only where $h_i<1$.
\item Delete chemically related groups as well as single compounds.
\end{enumerate}

Adding MY$_3$ and AMX$_2$ as well gives eleven compounds, three of them with trivalent M. The enthalpies below are round model inputs; the other columns come from the singular value decomposition. Energies are in eV/atom, and the last digits are kept only so that the arithmetic can be followed.

\begin{center}
\begin{tabular}{lrrrrr}
 & $H^{\rm raw}$ & $H^{\rm ref}$ & $r_i$ & $h_i$ & $e_i$\\
A$_2$X & $-1.22$ & $-1.40$ & $-0.0108$ & 0.6145 & $-0.0281$\\
AY & $-1.95$ & $-2.10$ & $0.0063$ & 0.3835 & $0.0102$\\
BX & $-2.72$ & $-3.00$ & $-0.0020$ & 0.6227 & $-0.0053$\\
BY$_2$ & $-2.61$ & $-2.80$ & $0.0012$ & 0.3818 & $0.0020$\\
MX & $-1.05$ & $-1.40$ & $-0.0222$ & 0.6330 & $-0.0605$\\
MY$_2$ & $-1.32$ & $-1.60$ & $0.0311$ & 0.4512 & $0.0567$\\
ABY$_3$ & $-2.33$ & $-2.50$ & $-0.0007$ & 0.2342 & $-0.0010$\\
BMX$_2$ & $-1.92$ & $-2.25$ & $0.0029$ & 0.2964 & $0.0041$\\
M$_2$X$_3$ & $-1.32$ & $-1.70$ & $0.0096$ & 0.6064 & $0.0245$\\
MY$_3$ & $-1.45$ & $-1.65$ & $-0.0323$ & 0.4696 & $-0.0610$\\
AMX$_2$ & $-1.53$ & $-1.85$ & $0.0169$ & 0.3067 & $0.0244$
\end{tabular}
\end{center}

The corrections for A, B, M, X and Y are $0.105,0.201,0.381,0.363,0.183$ eV/atom. For M$_2$X$_3$ the fitted enthalpy is $-1.32-(0.4\times0.381+0.6\times0.363)=-1.690$ eV/atom, so the residual is about $0.010$ eV/atom. Division by $1-0.606$ gives a deletion error of about $0.024$ eV/atom.

Relative to the reference enthalpies, the root-mean-square error is 0.269 eV/atom with raw elemental energies, 0.017 eV/atom (1.6 kJ per mole of atoms) in the fit, and 0.034 eV/atom (3.3 kJ per mole of atoms) under single deletion. The fit residual thus understates the deletion error by a factor of two.

Deletion errors do not diagnose rank. The eight-compound set has a root-mean-square deletion error of 0.024 eV/atom, smaller than that of the full set, although its references are undetermined. Its six binaries join each of A, B and M to both X and Y. Removing any one compound leaves the elements connected by binaries, which still fix all charge ratios. The rank stays at four, and every deleted compound is neutral under $q$, so the undetermined direction is never tested.

Group deletion probes it. Without M$_2$X$_3$ and MY$_3$, their prediction errors are $-0.025$ and $-0.073$ eV/atom, and AMX$_2$ alone fixes the references along $q$. If all three trivalent compounds are deleted, $P_{SS}$ has eigenvalues 0.051, 0.332 and 1.000. The unit eigenvalue signals the loss of one rank, and no unique prediction of the three remains.

\section{How well the references are known}

The smallest singular value is the minimum of $|Xv|/|v|$, so at full rank
\begin{equation}
\sigma_{\min}\le\frac{|Xq|}{|q|}.
\end{equation}
The three trivalent compounds have $x\cdot q=-0.4,-0.25,-0.25$, and the others have zero. The bound is $\sqrt{0.16+0.0625+0.0625}/\sqrt{14}=0.143$. The actual value is 0.103, well below the next one, 0.683. The weakest direction has an overlap of 0.996 with $q/|q|$: the old null direction survives as a poorly determined one.

To attach uncertainties, assume that $d=X\delta^{\rm true}+\nu$ with independent errors $\nu_i$ of zero mean and variance $\sigma^2$. Then $\delta-\delta^{\rm true}=(X^TX)^{-1}X^T\nu$, and
\begin{equation}
{\rm cov}\,\delta=\sigma^2(X^TX)^{-1}X^TX(X^TX)^{-1}
=\sigma^2(X^TX)^{-1}.
\end{equation}
Since $r=(1-P)\nu$ and $(1-P)^2=1-P$, the mean of $r_i^2$ is $\sigma^2(1-h_i)$. Summing, and dividing by $(1-h_i)^2$ for the deletion errors, gives
\begin{equation}
\langle|r|^2\rangle=\sigma^2(m-{\rm rank}\,X),\qquad
\langle e_i^2\rangle=\frac{\sigma^2}{1-h_i}.
\end{equation}
The first relation supplies the estimate $s^2=|r|^2/(11-5)$, or $s=0.023$ eV/atom. The table gives a mean of $1/(1-h_i)$ equal to 1.97, so the expected root-mean-square deletion error is $0.0226\sqrt{1.97}=0.032$ eV/atom, close to the 0.034 found.

The standard errors of the five corrections are 0.06, 0.11, 0.14, 0.11 and 0.06 eV/atom, about 2.5 to 6 times $s$. Along the weakest direction the uncertainty is $s/\sigma_{\min}=0.22$ eV/atom. Taking that direction as $q/|q|$ gives a rough M component of $(2/\sqrt{14})\times0.22=0.12$ eV/atom. The actual singular vector has an M component of 0.61 and gives 0.13 eV/atom, more than 95 per cent of the variance for M. Yet a step of this size along the weakest direction changes none of the eleven fitted enthalpies by more than about 0.012 eV/atom, because the changes of the references nearly cancel in each compound. The reference energies are thus much less certain than many enthalpies computed from them. Systematic errors shared by related compounds violate the assumption of independence, and these estimates do not cover them.

\section{What the fit cannot say about U}

Suppose that a change of $U$ on M raises the energy by the same $c$ per M atom in every compound. Then $d_i$ rises by $cx_{iM}$. Raising $\delta_M$ by $c$ cancels this, and no fitted enthalpy changes. If instead one compound alone is computed with another $U$, its shift is not of this form. In the full set, where all leverages are below one, it alters the residuals. Total energies at different $U$ should therefore not be mixed in one fit without a correction for the shift.

A subtler case is a shift $g$ per M atom in the trivalent compounds only, an error in the oxidation energy of M. Let M be the only element with two valences. In a trivalent compound, neutrality holds with charge 3 on M, whereas $q$ assigns 2. Hence $(Xq)_i=-x_{iM}$ there, and zero in the divalent compounds. The shift of the data is
\begin{equation}
t=-gXq ,
\end{equation}
which lies in the column space of $X$. The fit responds with $\delta\to\delta-gq$, and all residuals and deletion errors stay the same. To the extent that changing $U$ acts in this way, neither measure can select $U$.

The change does spread to every reference. With $g=0.10$ eV, those of A, B, M, X and Y move by $-0.1,-0.2,-0.2,+0.2,+0.1$ eV/atom. An alloy BM has $x\cdot q=2$. If its own raw energy is unaffected, its predicted enthalpy rises by $2g=0.20$ eV/atom, with no warning from the fit.

A compound that breaks neutrality differently can expose the shift. The peroxide-like A$_2$X$_2$ has $x\cdot q=(2-4)/4=-0.5$ and contains no M, so its datum is not shifted. Full absorption would require a shift of $-g\,x\cdot q=+0.5g$. With $u$ the unit vector of this compound, and $X$, $P$ and $h$ now referring to the enlarged set,
\begin{equation}
t=-gXq-0.5g\,u,\qquad
|(1-P)t|=0.5g\sqrt{1-h},
\end{equation}
because $(1-P)X=0$ and $|(1-P)u|^2=1-h$. With $h=0.632$ the norm is $0.05\sqrt{0.368}=0.030$ eV/atom. The norm of the existing residuals is $0.0167\sqrt{11}=0.055$ eV/atom, so the signal is present but not decisive. An error peculiar to the X--X bond would produce the same residual pattern, and this one compound cannot separate the two causes.

A tetravalent compound MX$_2$ offers another test. Here $x\cdot q=(2-4)/3=-2/3$, so absorption requires a shift of $2g/3$ per atom, or $2g$ per M atom. If the tetravalent shift is also $2g$, the error stays hidden; if it differs, and the compound has leverage below one, the residuals change. What matters in enlarging the set is therefore the kind of neutrality that a new compound breaks, as well as the number of compounds.
